# From a quadratic Coulomb gap to square-root hopping and Mott hopping, part 1

(Sections cited here and not found follow in the second part.)

## First half: the square-root law

Q: Electrons in a trap layer move by jumping between localized states, and each jump needs heat. That should give a conductivity proportional to $\exp(-E/kT)$ with a fixed energy $E$. Why look for another law?

A: A fixed $E$ would require that the important jumps stay the same at all temperatures. They do not have to. An electron can jump to a near state that costs much energy, or to a distant state that costs little. Cooling makes energy more expensive while the price of distance stays the same, so the current moves to longer jumps of lower energy. The activation energy then falls with temperature. How it falls depends on how many states lie close to the Fermi level.

Q: Then say what you assume about those states.

A: I measure the energy $\varepsilon$ of a state from the Fermi level. Near $\varepsilon=0$ the number of states per unit energy and volume is taken to be

$$g(\varepsilon)=\frac{\alpha\,\varepsilon^2}{C^3},\qquad C=\frac{e^2}{4\pi\varepsilon_0\kappa}.$$

Here $\kappa$ is the relative permittivity and $C/r$ is the Coulomb energy of two elementary charges at distance $r$. The number $\alpha$ has no dimension. This is the quadratic Coulomb gap, and it is my premise; I do not derive it. Its physical origin is that an electron moved from a filled state to an empty one leaves a hole that attracts it. In a ground state the move must still cost energy, so filled and empty states close to the Fermi level cannot also be close in space.

The states sit at random positions in three dimensions, without correlation between position and energy. Their wavefunctions decay as $\exp(-r/\xi)$, where $\xi$ is the localization length.

Q: You have just said that the gap comes from correlations, and now you place the sites without any.

A: Yes. The model keeps the effect of the correlations on the density of states and drops the rest. I also leave out the attraction $-C/r$ between the electron and the hole it leaves behind in a hop. We can ask what this costs once the law is known.

Q: How do you turn a pair of states into something that carries current?

A: I treat it as a resistor. Take states $i$ and $j$ with $\varepsilon_i<\varepsilon_j$. A jump from $i$ to $j$ needs an electron on $i$, a vacancy on $j$, and a phonon of energy $\varepsilon_j-\varepsilon_i$. Its rate is

$$\Gamma_{ij}=\gamma\,e^{-2r/\xi}f_i(1-f_j)N,\qquad N=\frac{1}{e^{(\varepsilon_j-\varepsilon_i)/kT}-1}.$$

The factor 2 appears because the rate contains the square of an overlap that decays as $\exp(-r/\xi)$. The reverse jump emits a phonon, so $\Gamma_{ji}=\gamma e^{-2r/\xi}f_j(1-f_i)(N+1)$.

Let a weak field give the two sites slightly different electrochemical potentials $\mu_i$ and $\mu_j$. For Fermi occupation, $f_i/(1-f_i)=\exp[-(\varepsilon_i-\mu_i)/kT]$, and the phonon factor obeys $N/(N+1)=\exp[-(\varepsilon_j-\varepsilon_i)/kT]$. Dividing the rates gives

$$\frac{\Gamma_{ij}}{\Gamma_{ji}}=\exp\!\left[\frac{-\varepsilon_i+\mu_i+\varepsilon_j-\mu_j-\varepsilon_j+\varepsilon_i}{kT}\right]=e^{(\mu_i-\mu_j)/kT}.$$

For $|\mu_i-\mu_j|\ll kT$ the net rate is $\Gamma^0(\mu_i-\mu_j)/kT$, where $\Gamma^0$ is the common equilibrium rate. A net rate times $e$ is a current, and $(\mu_i-\mu_j)/e$ is a voltage, up to the sign of the charge, which cancels in the ratio. The pair therefore has conductance $e^2\Gamma^0/kT$.

Q: That still contains two occupations and a phonon number. Where is the simple exponent?

A: It appears when the energies and their difference are large compared with $kT$. Then $N\approx\exp[-(\varepsilon_j-\varepsilon_i)/kT]$, and there are three cases. For a small difference $N\approx kT/(\varepsilon_j-\varepsilon_i)$ instead. This changes the exponent only by a logarithm, which I leave to the prefactor.

If both energies are positive, $f_i\approx e^{-\varepsilon_i/kT}$ and $1-f_j\approx1$. The total energy in the exponent is $\varepsilon_i+(\varepsilon_j-\varepsilon_i)=\varepsilon_j$, the larger of the two.

If both are negative, $f_i\approx1$ and $1-f_j\approx e^{\varepsilon_j/kT}$. The total is $-\varepsilon_j+(\varepsilon_j-\varepsilon_i)=|\varepsilon_i|$, again the larger magnitude.

If $\varepsilon_i<0<\varepsilon_j$, both occupation factors are close to one. The total is $\varepsilon_j-\varepsilon_i=|\varepsilon_i|+|\varepsilon_j|$.

One formula covers all three:

$$\varepsilon_{ij}=\tfrac12\bigl(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\bigr).$$

The resistance is thus $R_{ij}=R_0\exp(u_{ij})$ with

$$u_{ij}=\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT}.$$

All factors that vary slowly are collected in $R_0$.

Q: Now minimize $u$ for a typical hop and you are done.

A: That gives the right power, and it is worth seeing why. The number of states per volume within $\pm\varepsilon$ of the Fermi level is

$$\int_{-\varepsilon}^{\varepsilon}\frac{\alpha\varepsilon'^2}{C^3}\,d\varepsilon'=\frac{2\alpha\varepsilon^3}{3C^3}.$$

Ask for one such state in a sphere of radius $r$:

$$\frac{2\alpha\varepsilon^3}{3C^3}\,\frac{4\pi r^3}{3}=1\quad\Rightarrow\quad \varepsilon=\frac{cC}{r},\qquad c=\left(\frac{9}{8\pi\alpha}\right)^{1/3}.$$

The energy to be paid is a fixed multiple of the Coulomb energy at the hopping distance. The exponent $2r/\xi+cC/(rkT)$ has its minimum where $2/\xi=cC/(r^2kT)$, so $r=(cC\xi/2kT)^{1/2}$. There both terms are equal, and their sum is $4r/\xi=(8cC/kT\xi)^{1/2}$. This is an inverse square root of temperature.

The coefficient $8c$ cannot be trusted. One acceptable neighbour for each site does not make a path through the sample, and "one state in a sphere" was my choice. A current needs a connected network.

Q: A network of random resistors has a complicated conductivity. How can one number describe it?

A: The resistances are spread over many powers of ten. Keep only the bonds with $u_{ij}\le\eta$ and raise $\eta$ slowly. At first they form isolated groups. At a critical value they form a cluster that runs through the whole sample. From now on $\eta$ denotes this critical value.

Two comparisons show why it fixes the conductivity. First remove all bonds with $u_{ij}>\eta+1$. Removing resistors cannot raise the conductance, yet a connected network is left, in which no resistor exceeds $R_0e^{\eta+1}$. Next, in the original network, replace all bonds with $u_{ij}<\eta-1$ by perfect wires. This cannot lower the conductance, yet those wires form finite groups, and the current must still pass resistors of at least $R_0e^{\eta-1}$. Hence

$$\sigma=\sigma_0e^{-\eta},$$

with a prefactor $\sigma_0$ that contains the geometry of the network. I assume that it varies slowly compared with the exponential. This requires $\eta\gg1$.

Q: The critical $\eta$ still depends on temperature, $\xi$, $C$ and $\alpha$. Do you need a new simulation for each material?

A: No. First note which sites matter. In the same-side case $\varepsilon_{ij}$ equals the larger of $|\varepsilon_i|$ and $|\varepsilon_j|$, and in the opposite-side case it is their sum. So it is never below either magnitude. A site with $|\varepsilon|>kT\eta$ has no bond with $u\le\eta$, and no bond is longer than $\xi\eta/2$. These two limits are natural units:

$$\varepsilon=kT\eta\,x,\qquad r=\frac{\xi\eta}{2}\,s.$$

Dividing $u_{ij}\le\eta$ by $\eta$ gives

$$s_{ij}+x_{ij}\le1,\qquad x_{ij}=\tfrac12\bigl(|x_i|+|x_j|+|x_i-x_j|\bigr).$$

This rule contains no material parameter and no temperature. They can enter through the density of sites alone. Transforming it gives

$$g\,d\varepsilon\,d^3r=\frac{\alpha(kT\eta)^2x^2}{C^3}\,(kT\eta\,dx)\left(\frac{\xi\eta}{2}\right)^3d^3s=\lambda x^2\,dx\,d^3s,$$

$$\lambda=\frac{\alpha(kT\xi)^3\eta^6}{8C^3}.$$

Of the six powers of $\eta$, three come from energy and three from volume.

Q: And why should $\lambda$ have one definite value at the threshold?

A: Because the scaled problem has $\lambda$ as its single parameter. A larger $\lambda$ means more sites under the same bond rule, which can only help connection. There is a threshold, a pure number $\lambda_{ES}$. Setting $\lambda=\lambda_{ES}$ and solving for $\eta$,

$$\eta^6=\frac{8\lambda_{ES}}{\alpha}\left(\frac{C}{kT\xi}\right)^3,\qquad \eta^2=2\left(\frac{\lambda_{ES}}{\alpha}\right)^{1/3}\frac{C}{kT\xi}.$$

The second equation is the cube root of the first. Therefore

$$\sigma=\sigma_0\exp\!\left[-\left(\frac{T_{ES}}{T}\right)^{1/2}\right],\qquad T_{ES}=\frac{\beta_{ES}C}{k\xi},\qquad \beta_{ES}=2\left(\frac{\lambda_{ES}}{\alpha}\right)^{1/3}.$$

This is the Efros-Shklovskii law. Apart from $\beta_{ES}$, $kT_{ES}$ is the Coulomb energy at one localization length.

Q: The power follows from scaling, but the threshold is still unknown. How do you get it?

A: By a numerical search. I choose round model parameters: $\kappa=10$, $\xi=1$ nm and $\alpha=3/\pi$. They give $C=0.144$ eV nm. I place 5000 sites at random in a periodic cube, draw their energies from the parabola, and compute $u_{ij}$ for the pairs. Bisection then finds the smallest $\eta$ at which a cluster closes on itself around the cube. The search works with energies in eV and lengths in nm, and does not use the square-root law.

The mean of five samples is $\eta=112.5$ at 1 K, 55.8 at 4 K and 28.0 at 16 K. The first and last values give the power

$$\frac{\ln(112.5/28.0)}{\ln16}=0.50.$$

The products $\eta^2T$ are $1.27\times10^4$, $1.24\times10^4$ and $1.26\times10^4$ K. With their mean, $T_{ES}\approx1.26\times10^4$ K, one obtains

$$\beta_{ES}=\frac{kT_{ES}\xi}{C}\approx7.5,\qquad \lambda_{ES}=\frac{\alpha\beta_{ES}^3}{8}\approx51.$$

Q: How far should I trust the 7.5?

A: The scatter between samples gives a standard error of about 1% in $\beta_{ES}$. That does not include errors of the method. Applied to sites without energies, which connect when closer than a fixed distance, the same cluster search gives 2.63 neighbours per site at threshold. The accepted value is about 2.74, so the result is 4% low relative to it. An error of a few percent in $\beta_{ES}$ is therefore possible within the model.

The model itself is a larger uncertainty. In units of $kT\eta$, the omitted attraction is

$$\frac{C}{r\,kT\eta}=\frac{2C}{s\,\xi kT\eta^2}=\frac{2}{\beta_{ES}s}\approx\frac{0.27}{s}.$$

This is not small. The bond rule gives $x_{ij}\le1-s$, so the product $s\,x_{ij}$ is at most $1/4$. With the computed 7.5, the attraction therefore exceeds the energy of every opposite-side bond in the critical network. In a true ground state such pairs could not exist, because the move would release energy. The value 7.5 belongs to uncorrelated sites and should not be taken as a material constant.

Q: If the neglected term is that large, why should the square root survive?

A: Because the neglected term scales in the same way. The last expression contains no temperature once $\eta^2=\beta C/(kT\xi)$, whatever the number $\beta$ is. Suppose also that the correlations between sites depend on energies and distances through $\varepsilon r/C$. In scaled units,

$$\frac{\varepsilon r}{C}=\frac{(kT\eta x)(\xi\eta s/2)}{C}=\frac{\beta}{2}\,xs,$$

which is again free of temperature. The threshold then fixes a different $\beta$ but the same power. This argument covers static correlations of that form. It does not cover electrons that move together or rearrangements of other charges during a hop.

Q: What does the law mean at a definite temperature?

A: Take 2 K. Then

$$\eta=\left(\frac{1.26\times10^4}{2}\right)^{1/2}\approx79,\qquad \log_{10}\frac{\sigma}{\sigma_0}=-\frac{79}{\ln10}\approx-34.$$

For any practical purpose this model layer is an insulator at 2 K. No bond in the critical network is longer than $\xi\eta/2\approx40$ nm, and the participating states lie within $kT\eta\approx14$ meV of the Fermi level. The film must be much thicker than 40 nm for a three-dimensional law to apply.

The energy band also shows how the law must end. It grows as $kT\eta=k(TT_{ES})^{1/2}$, whereas the density of states of a real layer cannot follow a parabola to arbitrary energy.

## Second half: the crossover to Mott hopping

The symbols are as before. Energies $\varepsilon$ are measured from the Fermi level, $\xi$ is the localization length, and $C/r$ is the Coulomb energy of two elementary charges. Bonds obey $2r_{ij}/\xi+\varepsilon_{ij}/kT\le\eta$, where $\eta$ is the smallest value that connects the sample, and $\sigma=\sigma_0e^{-\eta}$. Sites with $|\varepsilon|>kT\eta$ take no part. For $g=\alpha\varepsilon^2/C^3$ the threshold number is $\lambda_{ES}=\alpha\beta_{ES}^3/8\approx51$, and $\eta=(T_{ES}/T)^{1/2}$ with $T_{ES}=\beta_{ES}C/(k\xi)$ and $\beta_{ES}\approx7.5$. The example has $C=0.144$ eV nm, $\xi=1$ nm, $\alpha=3/\pi$ and $T_{ES}\approx1.26\times10^4$ K.

For a parabolic Coulomb gap without end, the percolation model gives the square-root law, with a coefficient computed for uncorrelated sites. It remains to see where the parabola stops and how the conductivity then crosses over to Mott hopping.
